# Zero Matsubara Term of the Lifshitz Pressure Between Drude-Metal Plates: test program

```python
# Result under test: for thick nonmagnetic Drude-metal plates at gap a and
# temperature T, the zero Matsubara term of the Lifshitz pressure is
#     P0 = -kB T zeta(3) / (8 pi a^3),
# half of the ideal-metal high-temperature law -kB T zeta(3) / (4 pi a^3).
# Symbols: xi = imaginary angular frequency, q = vacuum decay constant,
# s = decay constant in metal, y = 2 a q, wp = plasma frequency,
# gamma = relaxation rate, delta = c/wp, x1 = 2 a xi_1 / c.
# G = integral of y^2 / (r^-2 e^y - 1) dy for one polarization, so that
# P = -kB T/(8 pi a^3) * sum over n (half weight at n = 0) of (G_TM + G_TE).
import numpy as np
from scipy.integrate import quad
from scipy import constants as sc
from mpmath import polylog

kB, hbar, c, e = sc.k, sc.hbar, sc.c, sc.e
eps0, me = sc.epsilon_0, sc.m_e
zeta3 = float(polylog(3, 1))
T = 300.0
wp_eV, gamma_eV = 9.0, 0.035          # rough typical values for gold
wp, gamma = wp_eV * e / hbar, gamma_eV * e / hbar
delta = c / wp
xi1 = 2 * np.pi * kB * T / hbar
a0 = 10e-6
XI_SMALL = 1.0                        # rad/s, stands for the limit xi -> 0


def reflection(pol, q, xi, g, bound=0.0):
    chi = bound + wp**2 / (xi * (xi + g))
    m2 = chi * xi**2 / c**2
    s = np.sqrt(q**2 + m2)
    if pol == "TE":
        return -m2 / (q + s)**2       # (q-s)/(q+s) without cancellation
    return ((1 + chi) * q - s) / ((1 + chi) * q + s)


def G(amplitude, a, xi, tol=1e-9):
    """Integrate over v = ln y; amplitude(q) is the reflection amplitude."""
    low = 2 * a * xi / c

    def f(v):
        y = np.exp(v)
        r = abs(amplitude(y / (2 * a)))
        return y**3 / np.expm1(y - 2 * np.log(r))
    return quad(f, np.log(low), np.log(low + 60), epsabs=0,
                epsrel=tol, limit=400)[0]


def G_metal(pol, a, xi, g, bound=0.0, tol=1e-9):
    return G(lambda q: reflection(pol, q, xi, g, bound), a, xi, tol)


def fraction(a, g, bound=0.0, tol=1e-9, xmax=40.0):
    """Zero-term and n>=1 parts, in units of the ideal high-T pressure."""
    zero = 0.5 * sum(G_metal(p, a, XI_SMALL, g, bound, tol)
                     for p in ("TM", "TE"))
    nmax = int(xmax * c / (2 * a * xi1)) + 1
    rest = sum(G_metal(p, a, n * xi1, g, bound, tol)
               for n in range(1, nmax + 1) for p in ("TM", "TE"))
    return zero / (2 * zeta3), rest / (2 * zeta3)


# Half weight at n = 0: oscillator free energy against the Matsubara sum
w1, w2 = 0.7 * xi1, 1.9 * xi1
free = np.log(np.sinh(hbar*w1/(2*kB*T)) / np.sinh(hbar*w2/(2*kB*T)))
xin = xi1 * np.arange(1, 400001)
matsubara = np.log(w1 / w2) + np.sum(np.log((w1**2 + xin**2)
                                            / (w2**2 + xin**2)))
assert abs(free - matsubara) < 2e-5   # truncated tail is about 8e-6

# Reflection amplitudes against direct solution of the field matching
for xi in (0.01 * xi1, xi1, 5 * xi1):
    for q in (1.5 * xi / c, 20 * xi / c):
        ep = 1 + wp**2 / (xi * (xi + gamma))
        s = np.sqrt(q**2 + (ep - 1) * xi**2 / c**2)
        for pol, weight in (("TE", 1.0), ("TM", 1 / ep)):
            # unknowns r, t: 1 + r = t and q(1 - r) = weight * s * t
            r = np.linalg.solve([[1, -1], [q, weight * s]], [-1, q])[0]
            assert abs(r - reflection(pol, q, xi, gamma)) < 1e-9

# TE integral vanishes as K^3/12, i.e. G_TE -> (2/3)(K a)^3
w_diff = gamma * delta**2 / a0**2     # magnetic diffusion frequency
law_ratio = {}
for Ka, tol in ((1e-3, 3e-2), (1e-4, 3e-3)):   # next order ~ Ka ln(1/Ka)
    law_ratio[Ka] = (G_metal("TE", a0, Ka**2 * w_diff, gamma)
                     / (2 / 3 * Ka**3))
    assert abs(law_ratio[Ka] - 1) < tol
# Same vanishing for a million times weaker damping
g_weak = 1e-6 * gamma
te_weak = G_metal("TE", a0, 1e-8 * 1e-6 * w_diff, g_weak)
assert te_weak < 1e-10
te_rise = [(f, G_metal("TE", a0, f * w_diff, gamma) / (2 * zeta3))
           for f in (1e-4, 1e-2, 1.0, 1e2, 1e4)]
assert all(u[1] < v[1] for u, v in zip(te_rise, te_rise[1:]))
assert te_rise[-1][1] > 0.9

# Zero term from the permittivity against the closed form
P_ideal = -kB * T * zeta3 / (4 * np.pi * a0**3)
P_half = -kB * T * zeta3 / (8 * np.pi * a0**3)
zD, restD = fraction(a0, gamma)
zP, restP = fraction(a0, 0.0)
P_zero_num = -kB * T / (8 * np.pi * a0**3) * zD * 2 * zeta3
assert abs(P_zero_num / P_half - 1) < 1e-7


# The same pressure from the gap derivative of the zero-term free energy
def free_energy(a):
    val = quad(lambda u: u * np.log(-np.expm1(-2 * u * a / a0)), 0, 40,
               epsabs=1e-13, epsrel=1e-12, limit=300)[0]
    return kB * T / (4 * np.pi * a0**2) * val


h = 1e-3 * a0
P_from_F = -(free_energy(a0 + h) - free_energy(a0 - h)) / (2 * h)
assert abs(P_from_F / P_half - 1) < 2e-5      # finite-difference error


# Ideal metal: real cavity photons against the full Lifshitz sum
def photon_count(a):
    t = kB * T * a / (hbar * c)
    m = np.arange(1, 400)
    inside = -np.pi * np.sum(m**2 * np.log(-np.expm1(-m * np.pi / t)))
    total = -np.pi**2 / (240 * t) + inside - np.pi**2 * t**3 / 45
    return -total * 4 * np.pi / zeta3         # in units of ideal high-T law


def ideal_fraction(a):
    nmax = int(40 * c / (2 * a * xi1)) + 1
    terms = [G(lambda q: 1.0, a, n * xi1) for n in range(1, nmax + 1)]
    return (G(lambda q: 1.0, a, XI_SMALL) + 2 * sum(terms)) / (2 * zeta3)


for a in (1e-6, 3e-6, a0):
    assert abs(photon_count(a) / ideal_fraction(a) - 1) < 1e-7
x1 = 2 * a0 * xi1 / c
rest_law = np.exp(-x1) * (x1**2 + 2 * x1 + 2) / zeta3
rest_ideal = photon_count(a0) - 1
assert abs(rest_ideal / rest_law - 1) < 1e-3
assert 0 < restD < rest_ideal and 0 < restP < rest_ideal

# Plasma model: TE part is the ideal one with a -> a + 2 delta
plasma_te = G_metal("TE", a0, XI_SMALL, 0.0) / (2 * zeta3)
plasma_law = (1 + 2 * delta / a0)**-3
assert abs(plasma_te / plasma_law - 1) < 1e-6

# Full sums at several gaps
table = []
for a_um in (1, 2, 3, 5, 7, 10):
    a = a_um * 1e-6
    d, p = fraction(a, gamma), fraction(a, 0.0)
    table.append((a_um, sum(d), sum(p), photon_count(a), d, p))
assert abs(table[-1][1] - 0.5) < 1e-4
d1, p1 = table[0][4], table[0][5]
share = (p1[0] - d1[0]) / (sum(p1) - sum(d1))
assert 0.9 < share < 1.0
fine = sum(fraction(1e-6, gamma, tol=1e-11, xmax=55.0))
mesh_shift = fine / table[0][1] - 1
assert abs(mesh_shift) < 1e-7

# Neglected effects
density = eps0 * me * wp**2 / e**2            # free-electron estimate
kF = (3 * np.pi**2 * density)**(1 / 3)
EF, vF = (hbar * kF)**2 / (2 * me), hbar * kF / me
lam = np.sqrt(2 * eps0 * EF / (3 * density * e**2))


def r_screened(k):
    kappa = np.sqrt(k**2 + 1 / lam**2)
    return (kappa - k) / (kappa + k)


screen = G(r_screened, a0, XI_SMALL, 1e-11) / (2 * zeta3) - 1
assert abs(screen / ((1 + 2 * lam / a0)**-3 - 1) - 1) < 1e-3
chi_m = -3e-5                                 # rough susceptibility of gold
r_mag = chi_m / (2 + chi_m)
mag = float(polylog(3, r_mag**2)) / zeta3
bound = 6.0                                   # rough bound-electron part
bound_shift = sum(fraction(1e-6, gamma, bound)) / table[0][1] - 1
d_plate = 1e-6
s_min = np.sqrt(1 + wp**2 / (xi1 * (xi1 + gamma))) * xi1 / c
leak = np.exp(-2 * s_min * d_plate)
V_equal = np.sqrt(2 * abs(P_half) * a0**2 / eps0)

print(f"temperature: {T:.0f} K;  main gap: {a0*1e6:.0f} um")
print(f"plasma energy: {wp_eV:.1f} eV;  relaxation: {gamma_eV:.3f} eV")
print(f"implied resistivity: {gamma/(eps0*wp**2)*1e8:.2f} uOhm cm"
      .replace(f"{gamma/(eps0*wp**2)*1e8:.2f}",
               f"{gamma/(eps0*wp**2)*1e8:.2f}"))
print(f"penetration length c/wp: {delta*1e9:.2f} nm")
print(f"kB T: {kB*T/e:.5f} eV;  zeta(3): {zeta3:.6f}")
print(f"length hbar c/(4 pi kB T): {hbar*c/(4*np.pi*kB*T)*1e6:.4f} um")
print(f"first Matsubara frequency: {xi1:.4e} rad/s")
print(f"magnetic diffusion frequency at main gap: {w_diff:.4e} rad/s")
print(f"ideal-metal high-T pressure: {P_ideal*1e6:.5f} uPa")
print(f"Drude zero term, closed form: {P_half*1e6:.5f} uPa")
print(f"Drude zero term, from permittivity: {P_zero_num*1e6:.5f} uPa")
print(f"same from free-energy derivative: {P_from_F*1e6:.5f} uPa")
print(f"Drude zero term / ideal: {zD:.8f}")
print(f"plasma zero term / ideal: {zP:.6f}")
print(f"plasma TE / ideal TE: {plasma_te:.6f}; law {plasma_law:.6f}")
for Ka, val in law_ratio.items():
    print(f"TE integral / (K^3/12) at K a = {Ka:.0e}: {val:.5f}")
print(f"TE / ideal TE, damping x 1e-6, xi -> 0: {te_weak/(2*zeta3):.2e}")
print("xi / diffusion frequency, TE integral / ideal static TE:")
for f, val in te_rise:
    print(f"  {f:.0e}  {val:.4e}")
print(f"x1 = 2 a xi1/c at main gap: {x1:.4f}")
print(f"n>=1 / ideal zero term: ideal {rest_ideal:.4e}, law {rest_law:.4e}")
print(f"n>=1 / ideal zero term: Drude {restD:.4e}, plasma {restP:.4e}")
print("gap (um), full pressure / ideal high-T law: Drude, plasma, ideal")
for row in table:
    print(f"  {row[0]:2d}  {row[1]:.5f}  {row[2]:.5f}  {row[3]:.5f}")
print(f"share of n=0 in plasma-Drude difference at 1 um: {share:.4f}")
print(f"relative mesh and cutoff shift at 1 um: {mesh_shift:.1e}")
print(f"Thomas-Fermi length (free electrons): {lam*1e9:.4f} nm")
print(f"relative change of TM zero term by screening: {screen:.2e}")
print(f"mean free path: {vF/gamma*1e9:.1f} nm; / gap: {vF/gamma/a0:.1e}")
print(f"rough magnetic susceptibility: {chi_m:.0e}")
print(f"static TE from diamagnetism / TM zero term: {mag:.1e}")
print(f"bound-electron permittivity {bound:.0f}: shift at 1 um "
      f"{bound_shift:.1e}")
print(f"plate {d_plate*1e6:.0f} um thick: leak exp(-2 s d), n=1: {leak:.1e}")
print(f"voltage with equal electrostatic pressure: {V_equal*1e3:.3f} mV")
print("ALL CHECKS PASSED")
```

Printed output:

```
temperature: 300 K;  main gap: 10 um
plasma energy: 9.0 eV;  relaxation: 0.035 eV
implied resistivity: 3.21 uOhm cm
penetration length c/wp: 21.93 nm
kB T: 0.02585 eV;  zeta(3): 1.202057
length hbar c/(4 pi kB T): 0.6074 um
first Matsubara frequency: 2.4678e+14 rad/s
magnetic diffusion frequency at main gap: 2.5562e+08 rad/s
ideal-metal high-T pressure: -0.39620 uPa
Drude zero term, closed form: -0.19810 uPa
Drude zero term, from permittivity: -0.19810 uPa
same from free-energy derivative: -0.19810 uPa
Drude zero term / ideal: 0.50000000
plasma zero term / ideal: 0.993480
plasma TE / ideal TE: 0.986959; law 0.986959
TE integral / (K^3/12) at K a = 1e-03: 0.99004
TE integral / (K^3/12) at K a = 1e-04: 0.99866
TE / ideal TE, damping x 1e-6, xi -> 0: 2.77e-13
xi / diffusion frequency, TE integral / ideal static TE:
  1e-04  2.5921e-07
  1e-02  1.8730e-04
  1e+00  4.2871e-02
  1e+02  5.8005e-01
  1e+04  9.3542e-01
x1 = 2 a xi1/c at main gap: 16.4633
n>=1 / ideal zero term: ideal 1.8023e-05, law 1.8023e-05
n>=1 / ideal zero term: Drude 1.6639e-05, plasma 1.6763e-05
gap (um), full pressure / ideal high-T law: Drude, plasma, ideal
   1  2.48162  2.93942  3.28660
   2  1.11984  1.59335  1.68177
   3  0.70391  1.18418  1.22191
   5  0.51762  1.00483  1.01911
   7  0.50120  0.99193  1.00130
  10  0.50002  0.99350  1.00002
share of n=0 in plasma-Drude difference at 1 um: 0.9603
relative mesh and cutoff shift at 1 um: 0.0e+00
Thomas-Fermi length (free electrons): 0.0588 nm
relative change of TM zero term by screening: -3.53e-05
mean free path: 26.2 nm; / gap: 2.6e-03
rough magnetic susceptibility: -3e-05
static TE from diamagnetism / TM zero term: 1.9e-10
bound-electron permittivity 6: shift at 1 um 5.3e-04
plate 1 um thick: leak exp(-2 s d), n=1: 1.1e-36
voltage with equal electrostatic pressure: 2.115 mV
ALL CHECKS PASSED
```
